Average Switching Energy of a Capacitive Modulator for Random NRZ Bits

**Problem**

An electro-optic modulator behaves electrically as a capacitor of C = 20 fF. Its driver connects it through a series resistance to one of two fixed voltage rails, 0 and V = 2 V, according to the bit to be sent. The format is non-return-to-zero (NRZ): the drive stays at its level for the whole bit and changes only when the bit value changes. The bits are independent, with 0 and 1 equally likely, and arrive at 25 Gb/s. The total series resistance is R = 200 Ω.

(a) Find the energy drawn from the supply and the heat released on a rising edge and on a falling edge, assuming that each edge settles completely.

(b) Find the average switching energy per bit and the average switching power.

(c) How does the answer change for an alternating pattern, for unequal numbers of ones and zeros, and for a drive with a constant bias added?

(d) Find the average energy when settling is incomplete, and decide whether part (b) is justified at 25 Gb/s.

(e) The capacitance of a silicon depletion modulator depends on voltage. Which capacitance belongs in the formula, and how much does the choice matter?

(f) Estimate the main energy costs that the capacitor model omits.

"Switching energy" means the net electrical energy taken from the rails to charge and discharge C. The driver's internal consumption, the laser and the receiver are not included.

**Solution**

**(a) One rising and one falling edge**

Let v be the capacitor voltage and i the current into the capacitor, so that

i = C dv/dt.

On a rising edge the upper rail stays at V while v goes from 0 to V. The energy it supplies is

E_supply = ∫ V i dt = V ∫₀ⱽ C dv = CV².

The energy stored at the end is

E_stored = ∫ v i dt = ∫₀ⱽ C v dv = CV²/2.

The voltage across the series resistance is V − v, so the heat released there is

E_heat = ∫ (V − v) i dt = ∫₀ⱽ (V − v) C dv = CV² − CV²/2 = CV²/2.

The resistance has dropped out. A larger resistance reduces the current but makes it flow for longer, and the integral over voltage is unchanged. This holds even if the resistance varies with voltage, as that of a transistor switch does.

On the falling edge the capacitor is connected to the rail at 0 V. That rail supplies no energy, because its voltage is zero. The stored CV²/2 is released as heat.

For the given values, using 1 fF·V² = 1 fJ,

CV² = 20 fF × (2 V)² = 80 fJ.

The rising edge therefore draws 80 fJ, of which 40 fJ becomes heat at once and 40 fJ is stored. The falling edge draws nothing and releases the stored 40 fJ as heat. The charge moved on each edge is CV = 40 fC, or about 2.5 × 10⁵ electrons.

As a test, the circuit equation was integrated in time with a resistance that rises from 200 Ω at v = 0 to 400 Ω at v = V. The supply gave 80.0000 fJ on the rising edge, and the heat was 40.0000 fJ on each edge.

The fixed rails matter. Suppose instead that the capacitor is charged in n equal voltage steps from n successive supplies, settling after each. Each step spans V/n and releases C(V/n)²/2 as heat, so the whole rise releases

n × C(V/n)²/2 = CV²/(2n).

Such a driver wastes less energy, at the cost of more time and more supplies. The value CV²/2 belongs to a single switch between fixed rails and is not a lower limit for charging a capacitor.

**(b) Average over random bits**

Whether a bit costs supply energy depends on it and on the bit before. The four pairs 00, 01, 10 and 11 each have probability 1/2 × 1/2 = 1/4. Their supply energies are

00: 0
01: CV²
10: 0
11: 0

In the pair 11 the capacitor is already at V and no charge flows. This is where the NRZ format enters: a format that returned to zero within each bit would recharge the capacitor for every one. The average is

E_bit = (1/4) × CV² = CV²/4.

Counting heat gives the same result. An edge, rising or falling, occurs with probability 1/4 + 1/4 = 1/2, and each edge releases CV²/2:

E_bit = (1/2) × (CV²/2) = CV²/4.

One factor of 1/2 is the chance of an edge, and the other is the heat of a single edge compared with the full CV² of a cycle. Numerically,

E_bit = 80 fJ / 4 = 20 fJ.

The bit time is T = 1/(25 Gb/s) = 40 ps, so the average switching power is

P = E_bit/T = 20 fJ / 40 ps = 0.50 mW.

No single bit has to cost 20 fJ. Measured at the supply, a bit costs either 80 fJ or nothing, and 20 fJ is the mean over a long random sequence.

The V in this formula is the full swing between the two levels. If a drive is specified by its amplitude A about a mean value, then V = 2A and the energy is CA².

**(c) Other patterns and a constant bias**

For any stationary bit sequence with complete settling,

E_bit = P(01) × CV²,

where P(01) is the probability that two successive bits, picked at random from the sequence, are a zero and then a one.

For the alternating pattern 0101…, every second bit brings a rising edge. Then P(01) = 1/2 and

E_bit = CV²/2 = 40 fJ.

This is twice the random-data value at the same C, V and bit rate. When each edge settles completely, a switching power measured with an alternating test pattern must be halved before it is compared with the random-data figure; any constant power, such as that of a heater, must be subtracted first.

If the bits are independent but a one has probability p, then P(01) = (1 − p)p and

E_bit = p(1 − p) CV².

This is largest at p = 1/2, where it equals CV²/4. For p = 0.3 it is 0.3 × 0.7 × 80 fJ = 16.8 fJ. It vanishes at p = 0 and p = 1, because a constant level moves no charge.

Now let the rails be V_L and V_H, with V = V_H − V_L. On the rising edge the charge CV leaves the upper rail, which supplies CV·V_H. On the falling edge the same charge flows back into the lower rail, which therefore supplies −CV·V_L. The net cost of a cycle is

CV·V_H − CV·V_L = CV(V_H − V_L) = CV².

For a constant capacitance, the constant bias cancels. In a junction whose capacitance depends on voltage, as in part (e), a bias still changes the energy by changing C. Integrating the circuit for rails at −1 V and +1 V, and again for +1 V and +3 V, gave the same 80 fJ per cycle in both tests. For V_L > 0 there is a condition: the lower rail must be able to store or reuse the energy returned to it. If it merely absorbs that energy, the cost rises to CV·V_H per cycle. If both rails are negative, the upper rail is the one that must store or reuse returned energy; without reuse, the cost is CV·|V_L| per cycle.

**(d) Incomplete settling**

Let the resistance now be constant. During a bit whose rail voltage is V_b (0 or V), the capacitor obeys

RC dv/dt = V_b − v.

If v₀ is the voltage at the start of the bit, the voltage at its end is

v(T) = V_b + (v₀ − V_b)a, with a = exp(−T/RC).

First find the mean of v₀ in a long random sequence. The end of one bit is the start of the next, so in the steady state both have the same mean m. The mean of V_b is V/2. Averaging the last equation gives

m = V/2 + (m − V/2)a,

(m − V/2)(1 − a) = 0,

and hence m = V/2, since a < 1.

A zero draws no supply energy. A one draws the charge

C[v(T) − v₀] = C[V + (v₀ − V)a − v₀] = C(V − v₀)(1 − a)

from a rail at voltage V. The starting voltage v₀ was set by earlier bits and is independent of the present one, so it may be replaced by its mean V/2. Since ones occur with probability 1/2,

E_bit = (1/2) × V × C(V − V/2)(1 − a),

E_bit = (CV²/4)[1 − exp(−T/RC)].

In the steady state the mean stored energy does not change from bit to bit, so this is also the mean heat per bit.

For T ≫ RC the exponential vanishes and part (b) is recovered. For T ≪ RC, the expansion 1 − exp(−T/RC) ≈ T/RC gives

E_bit ≈ V²T/(4R).

The capacitance has disappeared. The capacitor voltage now stays close to V/2, so the resistance carries V/2 in either direction and dissipates (V/2)²/R all the time. The energy per bit is small in this limit, but so is the modulation of the capacitor voltage. It is not a useful way to save energy.

In the present case

RC = 200 Ω × 20 fF = 4.0 ps, T/RC = 40/4.0 = 10.

The energy falls short of 20 fJ by 20 fJ × exp(−10) ≈ 0.0009 fJ. Complete settling is an excellent assumption here.

The formula was tested where the correction is large, at T/RC = 0.70. The voltage was followed in time through all possible 12-bit histories, starting from V/2, and the heat released in the last bit was averaged. The result was 10.068 fJ, in agreement with the formula.

**(e) Capacitance that depends on voltage**

In a depletion modulator, a reverse voltage v widens the depleted region of a p–n junction, and the capacitance falls. Let C(v) = dQ/dv, and let ΔQ be the charge moved over the full swing:

ΔQ = ∫₀ⱽ C(v) dv.

The supply provides VΔQ on the rising edge and nothing on the falling edge. Hence

E_bit = VΔQ/4 = C_av V²/4, with C_av = ΔQ/V.

The formula keeps its form if C is the capacitance averaged over the swing.

For an estimate, take an abrupt junction with the same doping density N on both sides and permittivity ε. The depleted region has total width W and carries charge density +qN on one half and −qN on the other. By Gauss's law the field rises linearly to a peak at the centre,

F = qNW/(2ε).

The potential difference is the area under this triangular field profile. It equals the built-in voltage V_bi plus v:

V_bi + v = FW/2 = qNW²/(4ε).

Thus W = √[4ε(V_bi + v)/(qN)]. The charge on one side of a junction of area A is Q = qNAW/2. Differentiating W² = 4ε(V_bi + v)/(qN) gives dW/dv = 2ε/(qNW), so

C(v) = (qNA/2) × 2ε/(qNW) = εA/W.

Since W grows as √(V_bi + v),

C(v) = C₀/√(1 + v/V_bi),

where C₀ is the value at zero bias. Integrating over the swing gives

C_av = (1/V)∫₀ⱽ C(v) dv = (2C₀V_bi/V)[√(1 + V/V_bi) − 1].

The built-in voltage follows from the electron densities on the two sides, N and n_i²/N, where n_i is the intrinsic density. Their Boltzmann ratio is exp(qV_bi/kT) = N²/n_i², so V_bi = (2kT/q) ln(N/n_i). With N = 10¹⁸ cm⁻³ and roughly n_i = 10¹⁰ cm⁻³ at 300 K, V_bi = 0.952 V. Then

C_av/C₀ = 0.952 × [√(1 + 2/0.952) − 1] ≈ 0.72.

If the quoted 20 fF is the swing-averaged value, the answer remains 20 fJ. If it is the zero-bias value, the energy is 14.5 fJ. If it is the value at the middle of the swing, 1 V, the energy is 20.7 fJ. For this junction and swing, the mid-bias capacitance is a good substitute for the average, and the zero-bias capacitance is not. These figures assume sharp depletion edges. Solving Poisson's equation with the thermal carrier tails, which acts like lowering V_bi by 2kT/q, changes them to 14.3 fJ and 20.8 fJ, so the last digit is not significant.

**Comparison with a silicon microring modulator.** The given values lie in the regime of a small silicon ring modulator with a depletion junction, for which tens of femtofarads, a volt or a few volts and tens of gigabits per second are rough typical figures. Take a ring of radius 10 µm with a junction 0.22 µm high along its whole circumference, and the doping used above. The formulas give C₀ = 28.9 fF and C_av = 20.9 fF, so 20 fF is reasonable. Smooth depletion edges raise these values to about 29.7 fF and 21.2 fF. The estimate also ignores fringing fields, which are not small here because W is a sizable fraction of the junction height: for a rib 500 nm wide on a 90 nm slab in oxide they add roughly 7 fF that hardly depends on voltage, giving C_av of about 27 fF. The assumption of constant C is the one such a junction plainly breaks; reading 20 fF as the zero-bias value lowers the energy by about a quarter (28 percent for the bare junction, about 23 percent with the fringing capacitance included). Temperature matters less: warming the junction from 300 K to 350 K, with doping, dimensions, band gap and swing held fixed, lowers V_bi and raises the energy by 1.3 percent in this model. With smooth depletion edges and the shrinkage of the gap with temperature, the rise is about 2 percent.

The junction must also withstand the voltage. At full swing W = 87.4 nm, and the peak field is

F = 2(V_bi + V)/W = 2 × 2.952 V / 87.4 nm ≈ 0.68 MV/cm.

This is below a rough breakdown field of 1 MV/cm, but not by a large factor. A substantially larger swing at the same doping would need a separate breakdown analysis.

**(f) Costs outside the capacitor model**

The following inputs are rough, and each contribution is an average per bit at 25 Gb/s.

*Photocurrent.* Light absorbed in the junction produces a reverse current. Take 10 µA at the high level, which is present half the time:

10 µA × 2 V × 20 ps = 0.4 fJ.

This is 2 percent of the switching energy. At the low level the rail voltage is zero and the current draws no supply energy.

*Tunnelling.* A strong field lets valence electrons tunnel across the gap E_g. In a two-band model with mass m, an electron at energy e above the valence-band edge has the decay constant κ = √[2m e(1 − e/E_g)]/ħ. In a uniform field, de = qF dx, so the tunnelling probability is exp(−S) with

S = 2∫κ dx = [2√(2m)/(ħqF)] ∫₀^E_g √[e(1 − e/E_g)] de.

The substitution e = E_g sin²θ turns the integral into 2E_g^(3/2) ∫ sin²θ cos²θ dθ from 0 to π/2, which is πE_g^(3/2)/8. Hence

S = π√(2m) E_g^(3/2)/(4ħqF).

With E_g = 1.12 eV, a rough mass of 0.2 electron masses and the peak field, S = 31.6. For the rate of attempts, note that ħ dk/dt = qF changes an electron's wavenumber by 2π/a₀, a rough measure of the zone width, in a time h/(qFa₀), where a₀ is the lattice constant. Giving every valence electron in the depleted region this attempt rate leads to roughly 3 × 10⁻⁴ fJ per bit. For the two-band model this is a large overestimate, because it applies the peak field throughout the depleted region and ignores the lower tunnelling probability of electrons with momentum along the junction plane. With this mass the estimate is nearly five orders of magnitude below 20 fJ, but it depends exponentially on the mass: for 0.1 electron masses the same crude count gives about 3 fJ. Including the field profile and the in-plane momentum, the two-band model gives about 5 × 10⁻¹⁰ fJ for a mass of 0.2 and 5 × 10⁻⁶ fJ for 0.1, negligible in both cases. It leaves out the phonons involved in silicon's indirect gap. It also leaves out tunnelling through defects, which can add current and is not bounded by this estimate.

*Wiring.* Pads and wires charged through the same swing obey the same formula. An extra 10 fF costs 10 fF × (2 V)²/4 = 10 fJ, half as much as the modulator itself.

*Thermal tuning.* A ring must be held at the laser wavelength. A heater drawing 1 mW uses 1 mW × 40 ps = 40 fJ per bit, twice the switching energy. Its power does not depend on the data, so at fixed heater power this share falls as the bit rate rises.

*Termination.* Suppose that a 50 Ω resistor is connected across the modulator to absorb reflections on a long line. Fed from the 2 V rail through 200 Ω, it would pull the high level down to 0.4 V, so the driver must be changed to keep the 2 V swing at the modulator. The resistor then has 2 V across it during half of the bits and by itself dissipates, per bit,

[(2 V)²/50 Ω] × 20 ps = 1600 fJ.

This is 80 times the switching energy, and the loss in the driver's series resistance comes on top. If the resistor is returned to the mid-level of 1 V instead, it has 1 V across it all the time and dissipates 800 fJ, still 40 times the switching energy. The figure of 20 fJ can describe the main electrical cost of the drive only if no such resistor is needed, for instance because the driver sits close to the modulator.

The answer to part (b), 20 fJ per bit, is therefore the cost of charging and discharging the modulator capacitance, not the energy budget of the transmitter. The computed values are collected in the numerical output below.

Calculated quantities

```
capacitance C: 20.0 fF
voltage swing V: 2.0 V
charge moved per edge: 40.0 fC
electrons moved per edge: 2.497e+05
supply energy, rising edge (integrated): 80.0000 fJ
heat, rising edge (integrated): 40.0000 fJ
heat, falling edge (integrated): 40.0000 fJ
energy per full cycle, C V^2: 80.0 fJ
average per random bit, C V^2/4: 20.0 fJ
average over all bit strings: 20.0000 fJ
alternating pattern, per bit: 40.0000 fJ
bits with 30 percent ones: 16.8 fJ
bit rate: 25.0 Gb/s
bit time T: 40.0 ps
average switching power: 0.500 mW
series resistance R: 200 ohm
time constant RC: 4.0 ps
energy deficit from settling: 0.00091 fJ
short-bit test, T/RC: 0.70
short-bit energy, waveforms: 10.06829 fJ
short-bit energy, formula: 10.06829 fJ
-- silicon ring junction, rough typical inputs --
ring radius: 10.0 um
junction height: 0.22 um
doping on each side: 1.0e+18 cm^-3
built-in voltage at 300 K: 0.952 V
zero-bias capacitance: 28.9 fF
swing-averaged capacitance: 20.9 fF
E_bit if 20 fF is the zero-bias value: 14.5 fJ
E_bit if 20 fF is the mid-bias value: 20.7 fJ
energy change, 300 K to 350 K: 1.3 percent
depletion width at full swing: 87.4 nm
peak field at full swing: 0.68 MV/cm
rough breakdown field: 1.0 MV/cm
tunnelling exponent: 31.6
tunnelling energy per bit, rough: 3e-04 fJ
-- other contributions per bit, rough inputs --
photocurrent at high level: 10 uA
photocurrent energy: 0.40 fJ
wiring capacitance: 10 fF
wiring energy: 10.0 fJ
heater power: 1.0 mW
heater energy: 40.0 fJ
termination resistance: 50 ohm
termination energy: 1600 fJ
```
